**Variational stiffness of a classical quartic double well**

For $V=-ax^2/2+bx^4/4$ with $a,b>0$, the program tests that the best centred harmonic trial has the positive stiffness $K$ solving $K^2+aK-3b\,kT=0$, where $kT$ is the thermal energy. It asserts agreement between this root and direct minimisation of the numerically integrated Gibbs-Bogoliubov bound at seven reduced temperatures. It also asserts that sampled trial bounds lie above the exact classical free energy, that the exact kurtosis is below 3, and that the low- and high-temperature limits hold. For a trial with a movable centre $c$, it checks the displaced minimum, the saddle and the return to $c=0$ at a higher temperature. The example has a depth of 80 meV and minima at 0.025 nm, rough scales for the oxygen-shift instability of cubic hafnia. The output gives $K=103$, 328 and 555 eV/nm² at 300, 1300 and 2800 K, each larger than the exact classical $kT/\langle x^2\rangle$. The displaced trial gives the better bound below 456 K, and mean-field coupling between cells produces ordering at 982 K or 1697 K for the two coupling shares considered. A positive centred stiffness therefore does not establish that the symmetric crystal is stable.

## Program and output

```python
"""Variational harmonic free energy of a classical quartic double well.

Potential V(x) = -a x^2/2 + b x^4/4 with a, b > 0; temperature energy kT.
Trial: harmonic well of stiffness K centred at c.  Result under test: for c = 0
the Gibbs-Bogoliubov bound is lowest at the positive root of
    K^2 + a K - 3 b kT = 0,
which is positive at every kT > 0.  A moving centre, the exact classical result
and the effects left out (quantum motion, three axes, coupling) are also treated.
Reduced tests use a = b = 1; the example uses eV, nm and K.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import gamma


def potential(x, a, b):
    return -a * x**2 / 2 + b * x**4 / 4


def centred_root(a, b, kT):
    # equal to (-a + sqrt(a^2 + 12 b kT))/2, written without cancellation
    return 6 * b * kT / (a + np.sqrt(a * a + 12 * b * kT))


def displaced_root(a, b, kT, sign=1):
    K = a + sign * np.sqrt(a * a - 6 * b * kT)
    return K, np.sqrt(a / b - 3 * kT / K)


def trial_bound(a, b, kT, K, c=0.0, length=1.0):
    """F0 + <V - V0>0, all integrals done numerically."""
    u = np.linspace(-10, 10, 2001) * np.sqrt(kT / K)
    v0 = K * u**2 / 2
    w = np.exp(-v0 / kT)
    z0 = w.sum() * (u[1] - u[0]) / length
    return -kT * np.log(z0) + (w * (potential(c + u, a, b) - v0)).sum() / w.sum()


def boltzmann(a, b, kT, field=0.0, length=1.0):
    """Grid, normalised exact weights and exact classical free energy."""
    edge = np.sqrt((a + np.sqrt(a * a + 320 * b * kT)) / b)
    x = np.linspace(-edge, edge, 20001)
    v = potential(x, a, b) - field * x
    w = np.exp(-(v - v.min()) / kT)
    free = v.min() - kT * np.log(w.sum() * (x[1] - x[0]) / length)
    return x, w / w.sum(), free


def best_stiffness(bound):
    res = minimize_scalar(lambda q: bound(np.exp(q)), bounds=(-12, 8),
                          method="bounded", options={"xatol": 1e-10})
    return np.exp(res.x)


# Root against direct minimisation; bound, curvature and exact moments
for t in (1e-4, 1e-2, 0.1, 0.3, 1.0, 10.0, 100.0):
    K = centred_root(1, 1, t)
    K_num = best_stiffness(lambda k: trial_bound(1, 1, t, k))
    assert K_num > 0 and abs(K_num / K - 1) < 1e-5
    x, p, F_exact = boltzmann(1, 1, t)
    for factor in (0.3, 1.0, 3.0):
        assert trial_bound(1, 1, t, factor * K) > F_exact
    h = 1e-3
    curvature = (trial_bound(1, 1, t, K, h) - 2 * trial_bound(1, 1, t, K)
                 + trial_bound(1, 1, t, K, -h)) / h**2
    assert abs(curvature - K) < 1e-5 * (1 + K)
    x2, x4 = (p * x**2).sum(), (p * x**4).sum()
    kurt, K_ex = x4 / x2**2, t / x2
    assert 1 < kurt < 3 and K_ex < K
    assert abs(K_ex**2 + K_ex - kurt * t) < 1e-7 * (K_ex + kurt * t)

# Low- and high-temperature limits, from numerical minimisation and quadrature
t_low, t_high = 1e-4, 1e6
K_low = best_stiffness(lambda k: trial_bound(1, 1, t_low, k))
assert abs(K_low / (3 * t_low) - 1) < 1e-3
gap_low = trial_bound(1, 1, t_low, K_low) - boltzmann(1, 1, t_low)[2]
assert abs(gap_low - 1 / 6) < 2e-3          # remainder is of order kT ln kT
K_high = best_stiffness(lambda k: trial_bound(1, 1, t_high, k))
assert abs(K_high / np.sqrt(3 * t_high) - 1) < 1e-3
gap_high = (trial_bound(1, 1, t_high, K_high) - boltzmann(1, 1, t_high)[2]) / t_high
limit_high = (np.log(2 * np.sqrt(2) * gamma(1.25))
              - 0.5 * np.log(2 * np.pi / np.sqrt(3)) - 0.25)
assert abs(gap_high - limit_high) < 5e-4


# Moving centre: minimum, saddle and loss of the displaced solution
def minimise_both(t, start):
    res = minimize(lambda y: trial_bound(1, 1, t, np.exp(y[1]), y[0]), start,
                   method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-15, "maxiter": 2000})
    return abs(res.x[0]), np.exp(res.x[1])


for t in (0.05, 0.15):
    K_d, c_d = displaced_root(1, 1, t)
    c_num, K_num = minimise_both(t, [0.85, 0.4])
    assert abs(c_num - c_d) < 1e-5 and abs(K_num - K_d) < 1e-5
c_num, K_num = minimise_both(0.20, [0.75, 0.0])
assert c_num < 1e-4 and abs(K_num - centred_root(1, 1, 0.20)) < 1e-4
K_s, c_s = displaced_root(1, 1, 0.15, -1)


def near_saddle(i, j, h=1e-3):
    return trial_bound(1, 1, 0.15, K_s * np.exp(j * h), c_s + i * h)


gradient = [(near_saddle(1, 0) - near_saddle(-1, 0)) / 2e-3,
            (near_saddle(0, 1) - near_saddle(0, -1)) / 2e-3]
f_cc = (near_saddle(1, 0) - 2 * near_saddle(0, 0) + near_saddle(-1, 0)) / 1e-6
f_qq = (near_saddle(0, 1) - 2 * near_saddle(0, 0) + near_saddle(0, -1)) / 1e-6
f_cq = (near_saddle(1, 1) - near_saddle(1, -1)
        - near_saddle(-1, 1) + near_saddle(-1, -1)) / 4e-6
assert max(map(abs, gradient)) < 1e-5 and f_cc * f_qq - f_cq**2 < 0


def branch_difference(t):
    K_d, c_d = displaced_root(1, 1, t)
    return trial_bound(1, 1, t, K_d, c_d) - trial_bound(1, 1, t, centred_root(1, 1, t))


t_cross = brentq(branch_difference, 0.02, 1 / 6 - 1e-9)
assert branch_difference(0.9 * t_cross) < 0 < branch_difference(1.1 * t_cross)


# Isotropic three-component well: 3b is replaced by 5b
def radial_bound(K, t=0.3):
    r = np.linspace(0, 10, 2001) * np.sqrt(t / K)
    w = r**2 * np.exp(-K * r**2 / (2 * t))
    z0 = 4 * np.pi * w.sum() * (r[1] - r[0])
    return -t * np.log(z0) + (w * (potential(r, 1, 1) - K * r**2 / 2)).sum() / w.sum()


assert abs(best_stiffness(radial_bound) / centred_root(1, 5 / 3, 0.3) - 1) < 1e-5

# Worked example
kB = const.k / const.e                                   # eV/K
depth, x_min, mass_u = 0.080, 0.025, 32.0                # eV, nm, u
a = 4 * depth / x_min**2                                 # eV/nm^2
b = a / x_min**2                                         # eV/nm^4
hbar2_m = const.hbar**2 / (mass_u * const.atomic_mass) / const.e * 1e18  # eV nm^2
grid_x = np.linspace(-x_min, x_min, 20001)
assert abs(potential(grid_x, a, b).min() + depth) < 1e-12

# Quantum levels of the same well on a sinc grid
n = np.arange(-170, 171)
dx = 0.0005
d = n[:, None] - n[None, :]
safe = np.where(d == 0, 1, d)
kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(d) / safe**2)
levels = np.linalg.eigvalsh(hbar2_m / (2 * dx**2) * kinetic
                            + np.diag(potential(n * dx, a, b)))

print(f"well depth D = {1e3*depth:.1f} meV, minima at {x_min:.4f} nm")
print(f"mass = {mass_u:.1f} u")
print(f"a = {a:.2f} eV/nm^2, b = {b:.4e} eV/nm^4")
print(f"harmonic quantum at a minimum = {1e3*np.sqrt(2*a*hbar2_m):.2f} meV")
for T in (300.0, 1300.0, 2800.0):
    kT = kB * T
    wavelength = np.sqrt(2 * np.pi * hbar2_m / kT)
    K = centred_root(a, b, kT)
    s = kT / K
    quantum = np.sqrt(K * hbar2_m)
    F_var = trial_bound(a, b, kT, K, length=wavelength)
    assert abs(F_var - (kT * np.log(quantum / kT) - (kT + a * s) / 4)) < 1e-9
    x, p, F_cl = boltzmann(a, b, kT, length=wavelength)
    x2 = (p * x**2).sum()
    kurt = (p * x**4).sum() / x2**2
    F_q = levels[0] - kT * np.log(np.exp(-(levels - levels[0]) / kT).sum())
    wigner = hbar2_m * (p * (-a + 3 * b * x**2)).sum() / (24 * kT)
    if T == 2800.0:
        assert abs((F_q - F_cl) / wigner - 1) < 0.05
    assert F_cl < F_var
    print(f"T = {T:.0f} K: kT = {1e3*kT:.3f} meV")
    print(f"  K = {K:.2f} eV/nm^2, rejected root = {-a-K:.2f} eV/nm^2")
    print(f"  exact kT/<x^2> = {kT/x2:.2f} eV/nm^2, kurtosis = {kurt:.3f}")
    print(f"  trial mode energy = {1e3*quantum:.2f} meV")
    print(f"  rms x: trial {1e3*np.sqrt(s):.2f} pm, exact {1e3*np.sqrt(x2):.2f} pm")
    print(f"  F: trial {1e3*F_var:.2f} meV, exact classical {1e3*F_cl:.2f} meV")
    print(f"  excess of trial F = {1e3*(F_var-F_cl):.2f} meV")
    print(f"  quantum minus classical F = {1e3*(F_q-F_cl):.3f} meV")
    print(f"  K with three equivalent axes = {centred_root(a, 5*b/3, kT):.2f} eV/nm^2")
    if kT < a * a / (6 * b):
        K_d, c_d = displaced_root(a, b, kT)
        F_d = trial_bound(a, b, kT, K_d, c_d, wavelength)
        assert F_cl < F_d
        print(f"  displaced trial: K = {K_d:.2f} eV/nm^2, c = {1e3*c_d:.2f} pm")
        print(f"  displaced trial: F = {1e3*F_d:.2f} meV")

print(f"branches cross at kT/D = {4*t_cross:.4f}, T = {t_cross*a*a/b/kB:.1f} K")
print(f"displaced branch ends at T = {a*a/(6*b)/kB:.1f} K")
print(f"low-T limit of excess F, 2D/3 = {1e3*a*a/(6*b):.2f} meV")
print(f"high-T limit of excess F/kT = {limit_high:.4f}")
print(f"tunnel splitting of lowest pair = {1e6*(levels[1]-levels[0]):.3f} micro-eV")


# Coupling between cells in mean field: a share of a comes from the neighbours
def ordering_energy(share):
    def balance(kT):
        x, p, _ = boltzmann((1 - share) * a, b, kT)
        return share * a * (p * x**2).sum() - kT
    return brentq(balance, 1e-3, 1.0)


def mean_displacement(share, kT):
    m = x_min
    for _ in range(500):
        x, p, _ = boltzmann((1 - share) * a, b, kT, field=share * a * m)
        m = (p * x).sum()
    return m


kT_order = ordering_energy(0.5)
assert mean_displacement(0.5, 0.95 * kT_order) > 0.1 * x_min
assert mean_displacement(0.5, 1.05 * kT_order) < 1e-3 * x_min
for share in (0.5, 1.0):
    print(f"mean-field ordering, coupling share {share:.1f}: "
          f"T = {ordering_energy(share)/kB:.0f} K")
print("every check passed")
```

Printed output:

```
well depth D = 80.0 meV, minima at 0.0250 nm
mass = 32.0 u
a = 512.00 eV/nm^2, b = 8.1920e+05 eV/nm^4
harmonic quantum at a minimum = 36.57 meV
T = 300 K: kT = 25.852 meV
  K = 103.26 eV/nm^2, rejected root = -615.26 eV/nm^2
  exact kT/<x^2> = 46.35 eV/nm^2, kurtosis = 1.222
  trial mode energy = 11.61 meV
  rms x: trial 15.82 pm, exact 23.62 pm
  F: trial -59.19 meV, exact classical -91.23 meV
  excess of trial F = 32.04 meV
  quantum minus classical F = 1.747 meV
  K with three equivalent axes = 158.04 eV/nm^2
  displaced trial: K = 879.53 eV/nm^2, c = 23.17 pm
  displaced trial: F = -71.93 meV
T = 1300 K: kT = 112.025 meV
  K = 327.82 eV/nm^2, rejected root = -839.82 eV/nm^2
  exact kT/<x^2> = 210.46 eV/nm^2, kurtosis = 1.657
  trial mode energy = 20.69 meV
  rms x: trial 18.49 pm, exact 23.07 pm
  F: trial -260.95 meV, exact classical -290.79 meV
  excess of trial F = 29.85 meV
  quantum minus classical F = 0.385 meV
  K with three equivalent axes = 468.15 eV/nm^2
T = 2800 K: kT = 241.285 meV
  K = 555.49 eV/nm^2, rejected root = -1067.49 eV/nm^2
  exact kT/<x^2> = 397.89 eV/nm^2, kurtosis = 1.832
  trial mode energy = 26.94 meV
  rms x: trial 20.84 pm, exact 24.63 pm
  F: trial -644.93 meV, exact classical -682.59 meV
  excess of trial F = 37.66 meV
  quantum minus classical F = 0.221 meV
  K with three equivalent axes = 770.57 eV/nm^2
branches cross at kT/D = 0.4913, T = 456.1 K
displaced branch ends at T = 618.9 K
low-T limit of excess F, 2D/3 = 53.33 meV
high-T limit of excess F/kT = 0.0472
tunnel splitting of lowest pair = 2.696 micro-eV
mean-field ordering, coupling share 0.5: T = 982 K
mean-field ordering, coupling share 1.0: T = 1697 K
every check passed
```
